# Noise of a reversal-curve density from quadratic fits on a square grid

## Result

A ferroelectric capacitor is saturated at positive field, taken down to a reversal field $E_r$, and its polarization $P(E_r,E)$ is read while the field $E$ rises again. Many such curves give the reversal-curve density

$$\rho(E_r,E)=-\frac12\,\frac{\partial^2P}{\partial E_r\,\partial E}.$$

Let both fields lie on a square grid of spacing $h$. Around each grid point a quadratic surface is fitted by unweighted least squares to the $(2n+1)^2$ readings within $n$ steps in either direction. If the readings carry independent errors of equal standard deviation $s$, and the window is complete, the standard deviation of the density is

$$\sigma_\rho=\frac{3s}{2h^2\,n(n+1)(2n+1)}=\frac{3s}{4h^2\,(m^3-m/4)},\qquad m=n+\tfrac12 .$$

The noise thus falls nearly as the inverse cube of $m$, the half-width in grid steps measured to the outer edges of the cells. In $n$ itself the inverse cube is a limit for wide windows. Independence of the errors is essential: charge errors that accumulate along a curve give an inverse square instead.

## Back-of-envelope argument

A mixed second derivative over a window of half-width $nh$ is a difference of readings divided by an area of order $(nh)^2$, so its noise is of order $s/(nh)^2$. The fit uses about $4n^2$ readings rather than a few, and averaging $N$ independent errors reduces the noise by $1/\sqrt N\propto1/n$. Together,

$$\sigma_\rho\sim\frac{s}{n^2h^2}\times\frac1n=\frac{s}{h^2n^3}.$$

Two powers come from the lever arm and one from averaging. The four-corner difference has the lever arm alone. Its estimate is

$$\rho_4=-\frac12\,\frac{P_{++}-P_{+-}-P_{-+}+P_{--}}{(2nh)^2},$$

where the signs label the corners. Four independent errors add to a standard deviation $2s$, so the noise is $2s/(8n^2h^2)=s/(4n^2h^2)$, an inverse square.

## Sign and meaning of the density

In the Preisach picture the film is a collection of relays. Each switches up when the field rises to $a$ and down when it falls to $b<a$. Let $\mu(a,b)$ be their distribution, weighted by polarization so that its integral is the saturation value $P_s$.

All relays start up. On the way down to $E_r$, those with $b>E_r$ switch down. On the way back to $E$, those with $a\le E$ return. The relays still down have $b>E_r$ and $a>E$, and each has changed its contribution from plus to minus, which costs twice its weight:

$$P(E_r,E)=P_s-2\int_E^\infty\!da\int_{E_r}^\infty\!db\;\mu(a,b).$$

Each derivative acts on a lower limit and brings a minus sign. The two signs cancel, so $\partial^2P/\partial E_r\partial E=-2\mu(E,E_r)$ and $\rho=\mu(E,E_r)$. The factor $-1/2$ in the definition thus makes the density equal to the relay distribution in this model. The noise formula does not need the model, since it concerns the errors of the readings.

## Controlled derivation

**The fit.** Number the readings by integers $i$ (along $E_r$) and $j$ (along $E$), each from $-n$ to $n$. The fitted surface is

$$c_0+c_1i+c_2j+c_3i^2+c_4j^2+c\,ij .$$

Least squares makes the residual orthogonal to each of the six functions. The equation belonging to $ij$ contains the sums of $ij$ times $1,\ i,\ j,\ i^2,\ j^2$. Each factorizes into a sum over $i$ and a sum over $j$, and at least one factor is a sum of an odd power over a symmetric range, which vanishes. What remains is

$$c\sum_{i,j}i^2j^2=\sum_{i,j}ij\,P_{ij}\quad\Rightarrow\quad c=\frac{1}{S_2^2}\sum_{i,j}ij\,P_{ij},\qquad S_2=\sum_{i=-n}^{n}i^2 .$$

Since $i$ and $j$ count steps of size $h$, the fitted mixed derivative is $c/h^2$, and the density estimate is $\hat\rho=-c/(2h^2)$.

**The sum.** Start from $(i+\frac12)^3-(i-\frac12)^3=3i^2+\frac14$. Summed over $i$, the left side telescopes to $(n+\frac12)^3-(-n-\frac12)^3=2m^3$. There are $2n+1=2m$ terms, so

$$2m^3=3S_2+\frac{m}{2}\quad\Rightarrow\quad S_2=\frac23\left(m^3-\frac m4\right).$$

Because $m^3-m/4=m(m-\frac12)(m+\frac12)=\frac12(2n+1)n(n+1)$, this is also $S_2=n(n+1)(2n+1)/3$.

**The variance.** For independent errors the variance of a weighted sum is $s^2$ times the sum of squared weights:

$$\operatorname{Var}c=s^2\sum_{i,j}\frac{i^2j^2}{S_2^4}=\frac{s^2}{S_2^2},\qquad \sigma_\rho=\frac{s}{2h^2S_2}.$$

Inserting $S_2$ gives both forms stated at the start.

**How good the cube is.** Relative to the pure law $3s/(4h^2m^3)$, the exact noise is larger by the factor $1/(1-1/(4m^2))$. This is $9/8$ at $n=1$ and $81/80$ at $n=4$. The local power in $m$ is

$$\frac{d\ln\sigma_\rho}{d\ln m}=-\frac{3m^2-\frac14}{m^2-\frac14}=-3-\frac{1/2}{m^2-\frac14},$$

slightly steeper than $-3$. In terms of $n$, treated as continuous,

$$\frac{d\ln\sigma_\rho}{d\ln n}=-\left(1+\frac{n}{n+1}+\frac{2n}{2n+1}\right),$$

which is shallower than $-3$ and approaches it as $n$ grows.

**Fixed window, finer grid.** Let $L=mh$ be the half-width in field units. Then $\sigma_\rho\simeq3sh/(4L^3)$. At fixed $L$ and fixed $s$, a step three times smaller gives about a third of the noise, because the window then holds nine times as many readings. This gain shrinks when closely spaced readings no longer have independent errors. If the errors are correlated along each curve but independent between curves, only the number of curves still helps, and a step three times smaller lowers the noise by about $\sqrt3$. If they are correlated between neighbouring curves as well, the noise levels off.

## The price: smoothing bias

A wide window flattens the peak. Insert the Taylor series of $P$ about the window centre into $c$. The weight $ij$ keeps terms odd in both $i$ and $j$. Writing $x$ for $E_r$ and $y$ for $E$, and $S_4=\sum i^4$,

$$\frac{c}{h^2}=P_{xy}+\frac{h^2}{6}\frac{S_4}{S_2}\left(P_{xxxy}+P_{xyyy}\right)+\dots$$

The ratio arises because the $i^3j$ term gives $\sum i^4\sum j^2=S_4S_2$, divided by $S_2^2$. To find $S_4$, telescope fifth powers: $(i+\frac12)^5-(i-\frac12)^5=5i^4+\frac52i^2+\frac1{16}$, hence

$$5S_4=2m^5-\frac52S_2-\frac m8=2m^5-\frac53m^3+\frac7{24}m=2m\left(m^2-\frac14\right)\left(m^2-\frac7{12}\right).$$

Dividing by $5S_2=\frac{10}{3}m(m^2-\frac14)$ gives $S_4/S_2=\frac35(m^2-\frac7{12})=(3n^2+3n-1)/5$. Multiplication by $-1/2$ turns derivatives of $P_{xy}$ into derivatives of $\rho$:

$$\langle\hat\rho\rangle-\rho=\frac{h^2(3n^2+3n-1)}{30}\,(\rho_{xx}+\rho_{yy})+\dots$$

For a wide window the leading bias is about $Bm^2$ in size, with $B=h^2|\rho_{xx}+\rho_{yy}|/10$, while the noise is about $A/m^3$, with $A=3s/(4h^2)$. The squared total error $A^2m^{-6}+B^2m^4$ is stationary when $6A^2m^{-7}=4B^2m^3$, so

$$m_{\rm best}=\left(\frac{3A^2}{2B^2}\right)^{1/10}.$$

As long as this leading bias term is nonzero and dominates the bias, the best window grows only as $s^{1/5}$ at fixed grid and density.

## Errors that are not independent

**Errors that cancel.** An error of the form $f(E)+g(E_r)$ contributes $\sum_i i\sum_j jf_j+\sum_j j\sum_i ig_i=0$ in a complete window. A constant offset of each curve is of this kind, and so is linear dielectric charge. So is leakage charge counted from the reversal point, if the leakage current density $J(E)$ has no memory and the ramp rate $r$ is constant: it equals $\int_{E_r}^{E}J\,dE'/r$, a function of $E$ minus the same function of $E_r$.

**Accumulated charge errors.** Polarization can be obtained by integrating current. Suppose each field step adds an independent charge error of standard deviation $q$, which stays in all later readings of that curve. The error entering between readings $k-1$ and $k$ affects readings $k$ to $n$, so in the sum over $j$ it is multiplied by

$$T_k=\sum_{j=k}^nj=\frac{n(n+1)-k(k-1)}2=\frac{m^2-u^2}2,\qquad u=k-\tfrac12 .$$

Errors from before the window shift the whole row and cancel. The values of $u$ run in unit steps from $-(n-\frac12)$ to $n-\frac12$. The telescoping sums above therefore apply with $m$ replaced by $n$: $\sum u^2=\frac23(n^3-\frac n4)$ and $\sum u^4=\frac15(2n^5-\frac53n^3+\frac7{24}n)$. With $2n$ terms in all,

$$\sum_kT_k^2=\frac14\left[2nm^4-2m^2\sum u^2+\sum u^4\right].$$

Putting $m^2=n^2+n+\frac14$ and collecting powers gives

$$\sum_kT_k^2=\frac{4n^5+10n^4+10n^3+5n^2+n}{15}=\frac{S_2(2n^2+2n+1)}5 .$$

Different curves are independent and carry weights $i$, so $\operatorname{Var}c=q^2S_2\sum_kT_k^2/S_2^4$. The density noise is

$$\sigma_{\rm acc}=\frac{q}{2h^2S_2}\sqrt{\frac{2n^2+2n+1}5}.$$

Accumulation acts like a reading noise that grows nearly in proportion to the window width, since $2n^2+2n+1=2m^2+\frac12$. One power of $m$ is lost, and the noise falls nearly as $m^{-2}$.

**Gain scatter.** If each curve is multiplied by $1+g_i$, with independent $g_i$ of standard deviation $g$, its error is $g_iP$. In a small window $\sum_jjP\simeq hP_ES_2$, where $P_E=\partial P/\partial E$ at the centre. Then $c$ has the error $hP_E\sum_i ig_i/S_2$, whose standard deviation is $hP_Eg/\sqrt{S_2}$. Dividing by $2h^2$ gives $gP_E/(2h\sqrt{S_2})$, which falls as $m^{-3/2}$.

## Worked example

The numbers are chosen as rough values for a 10 nm hafnium-zirconium oxide capacitor: $P_s=20$ µC/cm², mean coercive field $E_c=1$ MV/cm, $h=0.05$ MV/cm (0.05 V across the film), and $s=0.3$ µC/cm². The density is a product of two Gaussians of width $w=0.35$ MV/cm, centred at $E_r=-E_c$ and $E=E_c$. A fraction $2.7\times10^{-5}$ of the relays would have $a<b$, which is negligible. The peak density is

$$\frac{P_s}{2\pi w^2}=\frac{20}{2\pi(0.35)^2}=25.98\ \mathrm D,$$

where D abbreviates µC/cm² per (MV/cm)².

Ask for noise below 5% of the peak, or 1.299 D. The cube law gives

$$m=\left[\frac{3(0.3)}{4(0.05)^2(1.299)}\right]^{1/3}=4.11,$$

so $n\ge3.61$, and the smallest whole window is $n=4$. There $S_2=60$ and

$$\sigma_\rho=\frac{0.3}{2(0.0025)(60)}=1.00\ \mathrm D,$$

3.8% of the peak. The pure cube gives 0.988 D.

At the peak, noise and bias compare as follows, the bias being computed from the complete polarization function:

| $n$ | noise (D) | bias (D) | total rms (D) |
|---|---|---|---|
| 1 | 30.0 | −0.18 | 30.0 |
| 2 | 6.00 | −0.59 | 6.03 |
| 3 | 2.14 | −1.19 | 2.45 |
| 4 | 1.00 | −1.96 | 2.20 |
| 5 | 0.55 | −2.87 | 2.92 |
| 6 | 0.33 | −3.89 | 3.90 |

The window chosen for noise is also the one of least total error at the peak, but its bias there is already twice its noise. Elsewhere the best window differs: on the flank, at $E_r=-1$ and $E=1.35$ MV/cm, it is $n=5$. At the peak $\rho_{xx}+\rho_{yy}=-2\rho/w^2=-424$ D per (MV/cm)². The leading bias formula then gives $0.0025\times59/30\times(-424)=-2.09$ D, against $-1.96$ D in full. With $A=90$ D and $B=0.106$ D, the estimate of the best window is $m=4.0$, between $n=3$ and $n=4$.

## Comparison of estimate and calculation

The envelope argument gives the power and leaves out the coefficient $3/4$. It also does not say which half-width to use. From $n=2$ to $n=4$ the noise falls sixfold. Read against $n$, which doubles, the apparent power is $-\ln6/\ln2=-2.58$. Read against $m$, which grows by a factor of 1.8, it is $-3.05$. From $n=20$ to 40 the power in $m$ is $-3.001$ for independent errors and $-2.001$ for accumulated ones.

As a test, 20,000 windows with random reading errors of 0.3 µC/cm² were refitted for each of three sizes. The scatter of the density was 29.9, 6.04 and 0.994 D for $n=1,2,4$, against 30, 6 and 1 from the formula. The four-corner difference on the same data gave 29.9, 7.55 and 1.89 D. The two estimates agree at $n=1$ because the weight $ij$ is then nonzero at the corners alone. At $n=4$ the averaging in the fit nearly halves the noise.

## What a real capacitor changes

Coercive fields near 1 MV/cm and polarizations of tens of µC/cm² are typical in rough terms of such oxide films. The saturating field used here, $E_c+4w=2.4$ MV/cm, is 0.6 of a rough breakdown field of 4 MV/cm. The reading noise is a choice, not a property of the material: on a square of side 50 µm it is 7.5 pC. Thermal charge noise sets a far lower floor. A capacitance $C$ and area $A_c$ at temperature $T$ have an rms charge density $\sqrt{k_BTC}/A_c$. At 300 K, with a relative permittivity of 30, this is $2\times10^{-5}$ µC/cm².

Independence of the errors is an assumption that must be checked. With an accumulated error of $q=0.1$ µC/cm² per step, the equivalent reading noise at $n=4$ is $0.1\sqrt{41/5}=0.286$ µC/cm², which adds 0.955 D. Gain scatter of 0.2% adds 0.060 D. An independent field error of 0.002 MV/cm per reading, multiplied by the local slope $P_E$ (22.8 µC/cm² per MV/cm at the peak), adds 0.144 D. The last two figures count switching charge alone. Linear dielectric charge at a relative permittivity of 30 would raise them to about 0.07 and 0.16 D. An equally large error of the reversal field, shared by all readings of a curve, would add about 0.11 D and is left out of the sum. The four errors of 1.000, 0.955, 0.060 and 0.144 D add in quadrature to

$$\sqrt{1.000^2+0.955^2+0.060^2+0.144^2}=1.39\ \mathrm D .$$

This exceeds the target of 1.299 D. The window that sufficed for independent reading noise no longer does, and a wider one would increase the bias at the peak.

Slow changes of the film produce a systematic error. Suppose the up-switching fields shift by $\kappa(E_r+E_c)$ during the measurement, while the down-switching fields stay put. The measured function is then $P(E_r,\,E-\kappa(E_r+E_c))$. At $E_r=-E_c$ its mixed derivative is $P_{xy}-\kappa P_{yy}$, so the density changes by $+\frac{\kappa}{2}P_{yy}$. For $\kappa=0.0125$, a shift of 0.05 MV/cm over a 4 MV/cm range of reversal fields, the fitted density at $E=1.35$ MV/cm changes by $-0.23$ D.

Near the line $E=E_r$ the window is incomplete, since no readings exist for $E<E_r$. A complete window needs $E-E_r\ge2nh$, here 0.4 MV/cm. In a cut window $ij$ is no longer orthogonal to the other fitted functions, and the simple formula fails. For a window centred on the line at $n=4$, the full fit gives 3.95 times the noise, or about 4 D. A weak feature there needs a correspondingly larger signal to be credible.

Switching that depends on ramp rate or waiting time is outside the relay model, and its effect has not been sized here. It can alter the density itself, which no choice of window repairs. The remaining figures are in the numerical output below.

## Computed values

```
D = uC/cm2 per (MV/cm)^2
saturation polarization 20.0 uC/cm2
mean coercive field 1.00 MV/cm, width 0.35 MV/cm
grid step 0.050 MV/cm = 0.050 V on 10 nm
reading noise 0.30 uC/cm2 = 7.50 pC, side 50 um
fraction of inadmissible relays 2.7e-05
peak density 25.98 D
n, noise sd (D), bias at peak (D), total rms error (D)
  1  30.000  -0.176  30.001
  2  6.000  -0.591  6.029
  3  2.143  -1.193  2.453
  4  1.000  -1.962  2.202
  5  0.545  -2.871  2.922
  6  0.330  -3.891  3.905
window of least total error at peak: n = 4
random trials n=1: fit sd 29.907 D, four-corner sd 29.907 D
random trials n=2: fit sd 6.039 D, four-corner sd 7.545 D
random trials n=4: fit sd 0.994 D, four-corner sd 1.892 D
apparent power from n=2 to 4, in n: -2.585
apparent power from n=2 to 4, in n+1/2: -3.048
power in n+1/2, n=20 to 40, independent noise: -3.0007
power in n+1/2, n=20 to 40, accumulated noise: -2.0010
power in n+1/2, n=10 to 20, gain scatter: -1.5009
target noise 1.299 D, needed n+1/2 = 4.107, so n = 4
inverse-cube estimate at n=4: 0.9877 D
full formula at n=4: 1.0000 D
Neglected effects at n = 4:
accumulated charge, 0.10 uC/cm2 per step: 0.955 D
gain scatter 0.20 percent: 0.060 D
slope dP/dE at peak 22.80 uC/cm2 per MV/cm
field jitter 0.0020 MV/cm: 0.144 D
all random errors together: 1.391 D
coercive drift 0.0125 per unit Er, at E = 1.35 MV/cm: -0.228 D
noise factor for window centred on E = Er: 3.95
thermal charge noise at 300 K, permittivity 30: 2.1e-05 uC/cm2
saturating field (mean + 4 widths) 2.40 MV/cm
rough breakdown field 4.0 MV/cm, ratio 0.60
```
